# Curvature and layer stresses of an electrode–hafnia–electrode stack on a substrate

Let a substrate $s$ carry bonded films $i=1,2,\dots$. Layer $i$ has thickness $h_i$, biaxial modulus $M_i=E_i/(1-\nu_i)$ and eigenstrain $e_i$, the in-plane strain it would take if it were free. Write $\eta_i=e_i-e_s$, and measure $z$ upward from the substrate midplane, with layer centres at $z_i$. Far from the edges, and for small deflection, the curvature $\kappa$ and the layer stresses are

$$\kappa=\frac{AP-BN}{AD-B^2},\qquad \varepsilon_0=\frac{DN-BP}{AD-B^2},\qquad \sigma_i(z)=M_i(\varepsilon_0+\kappa z-\eta_i),$$

$$A=\sum M_ih_i,\quad B=\sum M_ih_iz_i,\quad D=\sum M_ih_i\Big(z_i^2+\frac{h_i^2}{12}\Big),\quad N=\sum M_ih_i\eta_i,\quad P=\sum M_ih_iz_i\eta_i .$$

The sums include the substrate, for which $\eta_s=0$ and $z_s=0$. For films much thinner than the substrate and with $\sum_{\rm films}M_ih_i\ll M_sh_s$,

$$\kappa\to\frac{6n}{M_sh_s^2},\qquad \sigma_i\to-M_i\eta_i,\qquad n=\sum_{\rm films}M_ih_i\eta_i .$$

Tension is positive. Positive $\kappa$ means that the top is stretched more than the bottom, so the film side is convex.

The eigenstrains may differ freely from layer to layer as long as they are small, but each must be equal in all in-plane directions and uniform within its layer. A graded layer can be cut into thin uniform ones. Unequal in-plane components need more than two unknowns and are not treated here. Each layer must also respond equally in all in-plane directions to an equibiaxial strain. Isotropic layers and (001) or (111) silicon do; on (110) silicon a thin film produces two principal curvatures that differ by a factor of about 1.5.

## Why two unknowns are enough

Away from the edges, every vertical column of a wide stack is equivalent, and no in-plane direction is preferred. The in-plane strain is therefore the same in all directions and depends on height alone. Call it $\varepsilon(z)$, so that the radial displacement is $u_r=r\,\varepsilon(z)$. The shear strain $\gamma_{rz}$ would single out a direction, so it vanishes:

$$\gamma_{rz}=\frac{\partial u_r}{\partial z}+\frac{\partial u_z}{\partial r}=0\quad\Rightarrow\quad\frac{\partial u_z}{\partial r}=-r\,\varepsilon'(z).$$

The normal strain $\partial u_z/\partial z$ must also be independent of $r$. Differentiating it with respect to $r$ gives $-r\varepsilon''(z)=0$, so $\varepsilon$ is linear in each layer. At a bonded interface $u_r$ is continuous, hence so is $\varepsilon$. There $u_z$ is continuous too, hence so is $\varepsilon'$. One straight line thus runs through the whole stack:

$$\varepsilon(z)=e_s+\varepsilon_0+\kappa z,\qquad u_z=-\tfrac12\kappa r^2+f(z).$$

The second expression confirms that $\kappa>0$ is a dome seen from the film side.

The top surface is free and vertical equilibrium gives $\partial\sigma_{zz}/\partial z=0$, so $\sigma_{zz}=0$. With equal in-plane stresses $\sigma$, Hooke's law reads $\varepsilon-e_i=(\sigma-\nu_i\sigma)/E_i$, or

$$\sigma_i(z)=M_i(\varepsilon-e_i)=M_i(\varepsilon_0+\kappa z-\eta_i).$$

An eigenstrain along $z$ changes the function $f(z)$ and leaves this stress untouched.

Finally, cut a disc of radius $R$ along a diameter. No outside force acts, so the total force and moment across the cut vanish. The interior contributes in proportion to $R$, while the disturbed zone at the rim has a width comparable with the stack thickness $h$ when the layer moduli are of similar size. (A much softer interlayer widens it, to about $10h$ for a middle third a thousand times softer than its neighbours, and $R$ must then be large compared with that width.) The interior force and moment per unit length therefore vanish up to corrections of relative order $h/R$. These are the two equations.

## Two equal layers by hand

Take a film and a substrate with the same $h$ and $M$, and let the film have $\eta=e$. The substrate occupies $-h/2<z<h/2$, and the film, centred at $z=h$, occupies $h/2<z<3h/2$.

The mean of $z$ over the substrate is zero and over the film is $h$. Zero total force requires

$$Mh\,\varepsilon_0+Mh(\varepsilon_0+\kappa h-e)=0\quad\Rightarrow\quad 2\varepsilon_0+\kappa h=e .$$

For the moment we need $\int z^2dz$. It is $h^3/12$ over the substrate and $h(h^2+h^2/12)=13h^3/12$ over the film. Zero moment requires

$$M\Big[\kappa\frac{h^3}{12}+\varepsilon_0h^2+\kappa\frac{13h^3}{12}-eh^2\Big]=0\quad\Rightarrow\quad \varepsilon_0+\frac76\kappa h=e .$$

Insert $\varepsilon_0=(e-\kappa h)/2$ from the first equation into the second:

$$\frac e2-\frac{\kappa h}2+\frac76\kappa h=e\quad\Rightarrow\quad\frac23\kappa h=\frac e2\quad\Rightarrow\quad\kappa=\frac{3e}{4h},\qquad\varepsilon_0=\frac e8 .$$

For $e>0$ the film wants to be larger than the substrate, and the pair bends with the film on the convex side. The stresses follow from the straight strain line:

- Substrate: $-Me/4$ at the bottom face and $+Me/2$ at the interface, with mean $+Me/8$.
- Film: $-Me/2$ at the interface and $+Me/4$ at the top face, with mean $-Me/8$.

The means cancel, as force balance demands. Each layer also contains both tension and compression, so a single number per layer can hide a change of sign. The thin-film formula would give $\kappa=6e/h$ here, eight times too much.

## The general solution

For any stack the same two integrals are taken layer by layer. With

$$\int_i dz=h_i,\qquad\int_i z\,dz=h_iz_i,\qquad\int_i z^2dz=h_i\Big(z_i^2+\frac{h_i^2}{12}\Big),$$

the conditions $\sum_i\int_i\sigma_i\,dz=0$ and $\sum_i\int_i\sigma_iz\,dz=0$ become

$$A\varepsilon_0+B\kappa=N,\qquad B\varepsilon_0+D\kappa=P .$$

Multiply the second by $A$, the first by $B$, and subtract: $(AD-B^2)\kappa=AP-BN$. Multiply the first by $D$, the second by $B$, and subtract: $(AD-B^2)\varepsilon_0=DN-BP$. These are the opening formulas. Division is safe because

$$\int M\Big(z-\frac BA\Big)^2dz=D-\frac{2B^2}{A}+\frac{B^2}{A}=\frac{AD-B^2}{A}>0 .$$

The algorithm is then:

1. Subtract $e_s$ from every eigenstrain.
2. Place $z=0$ at the substrate midplane and compute each $z_i$ by adding thicknesses upward.
3. Accumulate $A,B,D,N,P$ in one pass over the layers.
4. Evaluate $\kappa$ and $\varepsilon_0$, then $\sigma_i(z)$ wherever it is wanted.

The first two steps do not alter the exact answer, but they protect it from rounding. In the wafer example below, the substrate term $M_sh_s|e_s|$ is about $1.8\times10^5$ N/m, whereas the sum $N$ that remains after the subtraction is only about 22 N/m in magnitude. If the large term is kept and the origin lies away from the midplane, it must cancel later in $AP-BN$. For 30 stacks with the example's moduli and eigenstrains, and random film thicknesses between 5 and 15 nm, the largest relative error of $\kappa$ against 50-digit arithmetic was $3.5\times10^{-16}$ with both steps. It was $3.2\times10^{-12}$ with absolute eigenstrains and the origin at the wafer's back face. For $\kappa$, either step alone already brings the error down to about $10^{-15}$; the small substrate stress needs the subtraction, without which its relative error is of order $10^{-12}$ to $10^{-11}$. All variants are accurate enough for engineering, but the two steps cost nothing.

The assumption of a straight strain line was tested against a finite-element solution of a free elastic disc, which does not impose it. From the bottom up, the disc had thickness fractions 0.40, 0.20, 0.15, 0.25, relative Young's moduli 1, 3, 2, 3, Poisson ratios 0.10, 0.25, 0.40, 0.25 and in-plane eigenstrains $(0.3,-1,2,1)\times10^{-3}$. At $R/h=10,20,40$ its central curvature differed from the formula by $-2.1$, $-1.0$ and $-0.5$ parts per thousand on a uniform mesh with radial step $h/4$. Refining the mesh at the rim raises these magnitudes by about 3%, to $-2.2$, $-1.1$ and $-0.5$. The difference halves with each doubling of $R$, as the cut argument suggests. Extrapolated to infinite radius, the relative curvature error was $1.5\times10^{-7}$, and the mid-layer stress error was $2.5\times10^{-8}$ of the largest stress.

## The thin-film limit and its first correction

Let $y_i$ be the height of a film's centre above the interface, so $z_i=h_s/2+y_i$. Define the film sums

$$a=\sum_{\rm films}M_ih_i,\qquad b=\sum_{\rm films}M_ih_iy_i,\qquad p=\sum_{\rm films}M_ih_i\eta_iy_i .$$

If film thicknesses are of order $t$, then $a$ and $n$ are of order $t$, while $b$ and $p$ are of order $t^2$. The stack sums are

$$A=M_sh_s+a,\quad B=\frac{ah_s}2+b,\quad D=\frac{M_sh_s^3}{12}+\frac{ah_s^2}4+O(t^2),\quad N=n,\quad P=\frac{nh_s}2+p .$$

In the numerator the two terms $anh_s/2$ cancel:

$$AP-BN=\frac{M_sh_s^2n}{2}+M_sh_sp+(ap-bn)=\frac{M_sh_s^2n}{2}\Big(1+\frac{2p}{nh_s}\Big)+O(t^3).$$

In the denominator, $B^2$ is of order $t^2$, and

$$AD-B^2=\frac{M_s^2h_s^4}{12}+M_sah_s^3\Big(\frac14+\frac1{12}\Big)+O(t^2)=\frac{M_s^2h_s^4}{12}\Big(1+\frac{4a}{M_sh_s}\Big)+O(t^2).$$

Their quotient, with $\zeta=p/n$, is

$$\kappa=\frac{6n}{M_sh_s^2}\Big[1+\frac{2\zeta}{h_s}-\frac{4a}{M_sh_s}+O(t^2)\Big].$$

The factor in front is the Stoney formula. With film force per width $F=\sum\sigma_ih_i\simeq-n$ it reads $\kappa=-6F/(M_sh_s^2)$, so net film tension makes the film side concave. The first correction comes from the height of the films above the interface, which lengthens their lever arm when all $\eta_i$ have the same sign. The second comes from the stiffness of the films: three quarters of it is added bending stiffness, and one quarter is the shift of the neutral axis toward the films, which shortens their lever arm.

To leading order $DN-BP=M_sh_s^3n/12$, hence $\varepsilon_0=n/(M_sh_s)$. At the interface

$$\varepsilon_0+\kappa\frac{h_s}2=\frac{n}{M_sh_s}(1+3)=\frac{4n}{M_sh_s}.$$

This is small compared with a typical $\eta_i$, which is why $\sigma_i\to-M_i\eta_i$: each thin film is stressed as though the others were absent. Thinness alone does not ensure this; $a\ll M_sh_s$ is needed as well. The 30 nm stack of the example below, placed with the same $\eta_i$ on 25 µm of a polymer with $M_s=4.6$ GPa, bends to only 0.66 of the Stoney curvature, and the stress in its bottom film doubles. The substrate stress is $4n/h_s$ at the interface and $(1-3)n/h_s=-2n/h_s$ at the back. It vanishes where $\varepsilon_0+\kappa z=0$, at $z=-h_s/6$.

A separate case is $n=0$, where tensile and compressive films balance. Then $\zeta$ is undefined, but the numerator still holds $M_sh_sp$, and $\kappa\to12p/(M_sh_s^3)$. This curvature is smaller by a factor of order $t/h_s$, although the film stresses remain. A flat wafer is no evidence of stress-free films.

## A 10 nm capacitor stack on a wafer

Consider TiN, hafnia-zirconia (HZO) and TiN, 10 nm each, on a (001) silicon wafer of thickness 775 µm and radius 150 mm. All material inputs are rough typical values. TiN has $E=450$ GPa and $\nu=0.25$, so $M=600$ GPa. HZO has $E=200$ GPa and $\nu=0.3$, so $M=285.7$ GPa.

Silicon is cubic, so its modulus comes from $C_{11}=166$ and $C_{12}=64$ GPa. Zero normal stress gives $\varepsilon_{zz}=-2C_{12}\varepsilon/C_{11}$, and

$$M_s=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=180.7\ \text{GPa}.$$

The fourfold axis makes this equibiaxial response the same in every in-plane direction.

The stack cools from a 450 °C anneal to 25 °C. Each eigenstrain is thermal contraction plus a growth strain, $e_i=\alpha_i(-425\ \text{K})+g_i$. The expansion coefficients are 3, 9 and 6 $\times10^{-6}$/K for Si, TiN and HZO. Defined this way, $g$ is the mismatch at the anneal temperature, and $g>0$ means compression at 450 °C, though not necessarily at a lower deposition temperature. Here $g=3\times10^{-3}$ for the bottom TiN and $1\times10^{-3}$ for the top, which is compressive only above about 280 °C. HZO is given $g=-4\times10^{-3}$ to represent shrinkage on crystallization. For HZO, for instance,

$$\eta=(-2.550-4.0+1.275)\times10^{-3}=-5.275\times10^{-3}.$$

Since 1 GPa·nm = 1 N/m, the products $M_ih_i\eta_i$ come directly in N/m:

| Film | $10^3\eta$ | $Mh\eta$ (N/m) | stress (GPa) |
|---|---|---|---|
| bottom TiN | 0.450 | 2.700 | −0.270 |
| HZO | −5.275 | −15.071 | 1.507 |
| top TiN | −1.550 | −9.300 | 0.930 |

The sum is $n=-21.67$ N/m, and the thin-film curvature is

$$\kappa=\frac{6(-21.67\ \text{N/m})}{(180.7\times10^9\ \text{Pa})(775\times10^{-6}\ \text{m})^2}=-1.198\times10^{-3}\ \text{m}^{-1}.$$

The radius of curvature is about 835 m, and the bow $\kappa R^2/2$ is $-13.5$ µm: the centre lies below the rim, seen from the film side. The full solution is smaller in magnitude by a fraction $3.7\times10^{-4}$. The expansion explains this: $4a/(M_sh_s)=4.2\times10^{-4}$ and $2\zeta/h_s=0.5\times10^{-4}$. The silicon carries $-0.11$ MPa at the interface and $+0.06$ MPa at the back, some ten thousand times less than the HZO.

The bow reveals $n$ and little else. Raise the HZO eigenstrain by $2\times10^{-3}$ and lower that of the top TiN so that $n$ stays fixed. The HZO stress falls to 0.94 GPa and the top TiN stress rises to 1.50 GPa, yet the curvature changes by only 7 parts per million. Separating the layers requires further information, such as a lattice strain measurement or the bow after removing the layers one by one once the anneal is done. The bow after each deposition step does not suffice here, because the crystallization shrinkage and the cooling change all three eigenstrains together in the final anneal.

## Thinning the substrate

With the films and eigenstrains held fixed, a thinner substrate gives:

| $h_s$ (µm) | $\kappa$ (1/m) | full/thin | first order | HZO (GPa) |
|---|---|---|---|---|
| 775 | −0.00120 | 0.9996 | 0.9996 | 1.507 |
| 10 | −7.00 | 0.972 | 0.971 | 1.494 |
| 1 | −558 | 0.775 | 0.712 | 1.400 |
| 0.1 | −17 600 | 0.244 | −1.88 | 1.140 |

The third column is the full curvature divided by the thin-film formula, and the last is the mid-layer stress. At 10 µm the correction is 3% and the expansion describes it well. At 0.1 µm the expansion has even the wrong sign, because $4a/(M_sh_s)$ is about 3.3 and is no longer small. The two-equation solution needs no such smallness. There the top TiN stress drops from 0.93 to 0.05 GPa and the bottom TiN reaches $-0.94$ GPa, so the electrode stresses change more than that of the HZO. This mostly reflects their higher modulus: the mid-layer strains change by $-1.1$, $-1.3$ and $-1.5\times10^{-3}$ from the bottom film up. These are mid-layer values; across the top TiN the stress runs from 0.11 GPa to nearly zero.

## When the deflection is too large

A flat disc cannot become a spherical cap without stretching. For a homogeneous disc with $u_z=-\kappa r^2/2$, the strains $e_r=u'+\kappa^2r^2/2$ and $e_\theta=u/r$ obey $e_r-(re_\theta)'=\kappa^2r^2/2$. The membrane stresses

$$\sigma_r=\frac{E\kappa^2}{16}(R^2-r^2),\qquad\sigma_\theta=(r\sigma_r)'=\frac{E\kappa^2}{16}(R^2-3r^2)$$

satisfy this condition, radial equilibrium and the free rim. The integral of $\sigma_r\sigma_\theta r=\tfrac1r(r\sigma_r)\,r(r\sigma_r)'$ is $\tfrac12[(r\sigma_r)^2]_0^R=0$, so the stretching energy depends on the sum of the stresses alone:

$$U_m=\frac{h}{2E}\int_0^R(\sigma_r+\sigma_\theta)^2\,2\pi r\,dr=\frac{\pi Eh\kappa^4R^6}{384}.$$

Bending away from the small-deflection curvature $\kappa_0$ costs $U_b=\pi R^2(Mh^3/12)(\kappa-\kappa_0)^2$. Setting $d(U_m+U_b)/d\kappa=0$ and using $E/M=1-\nu$ gives, for a small loss and $w=\kappa R^2/2$,

$$\frac{\kappa_0-\kappa}{\kappa_0}\simeq\frac{(1-\nu)\kappa^2R^4}{16h^2}=\frac{1-\nu}{4}\Big(\frac wh\Big)^2 .$$

At $w/h=0.1$ and $\nu=0.278$ this is $1.80\times10^{-3}$. A numerical solution of the nonlinear plate equations gives $1.79\times10^{-3}$ for the loss of mean curvature. The true curvature is not uniform, and the formula gives only its mean over the disc: at this $\nu$ the curvature at the centre loses about 2.3 times as much, and the bow about 1.5 times as much.

For the wafer without its weight, with silicon treated as isotropic, the loss of mean curvature is $5.5\times10^{-5}$; the cubic constants with $C_{44}=80$ GPa raise it to $6.2\times10^{-5}$, and the loss at the centre is then $1.3\times10^{-4}$. A 1% loss of mean curvature is reached at a disc radius of about 0.55 m for the full wafer, 0.8 mm for 10 µm of silicon, 30 µm for 1 µm and 2 µm for 0.1 µm. For a 1% loss of the curvature at the centre these radii are about 20% smaller. For the thinnest case this treats the laminate as homogeneous and is a rough estimate. Larger thinned pieces need a nonlinear calculation.

## What a real wafer adds

If this wafer is supported at its rim, gravity changes its raw shape more than the films do. A plate resting on its rim under weight $q=\rho gh$ per area, with bending stiffness $D_b=Eh^3/[12(1-\nu^2)]$, sags by

$$w=\frac{q}{64D_b}(R^2-r^2)(kR^2-r^2),\qquad k=\frac{5+\nu}{1+\nu}.$$

The $r^4$ term gives $\nabla^4w=q/D_b$, and the moment-free rim requires $(1+k)(1+\nu)=6+2\nu$, which this $k$ satisfies. With $\rho=2330$ kg/m³, $E=130$ GPa and silicon treated as isotropic, the central sag is roughly 0.1 mm, several times the film bow. The film contribution is therefore usually taken as the difference between two measurements on the same support, before and after processing. The subtraction is not exact: the sag is about 0.14 of the wafer thickness, so membrane stretching couples it to the film bow. For this wafer on a rim support, with isotropic silicon and the film side up, the difference falls about 2% short of the free bow and about 3% short of the curvature at the centre, far more than the loss found for the weightless wafer.

The GPa-scale HZO tension found here follows largely from the chosen growth strain, which depends on the process. Real films also break the assumption of a fixed eigenstrain. If 10% of the grains turn a short polar axis from in-plane to vertical, and the axis replacing it is 3% longer, the mean in-plane eigenstrain rises by $0.10\times0.03/2=1.5\times10^{-3}$. The HZO stress then falls by 0.43 GPa, more than a quarter of its value. This assumes exchange with the long axis of the orthorhombic cell. The third axis is slightly shorter than the polar one, typically by less than 1%, and exchange with it would instead raise the stress by roughly 0.1 GPa. Other effects, for the values assumed:

- An in-plane piezoelectric contraction, with $d_{31}=-2$ pm/V at 2 MV/cm, adds 0.11 GPa.
- Each $0.5\times10^{-6}$/K added to the expansion coefficient of HZO adds 0.06 GPa. This coefficient depends on the phase and is uncertain: at $10\times10^{-6}$/K the shift is 0.49 GPa, more than the reorientation above. The silicon coefficient rises with temperature; a mean of $3.5\times10^{-6}$/K over this range lowers the HZO stress by 0.06 GPa and changes the bow to about $-11.5$ µm.
- Operation at 85 °C lowers the stress by 0.05 GPa.
- The electrostatic pressure on the film, taken as a linear dielectric of relative permittivity 30, is 5 MPa. A ferroelectric polarization of about 0.2 C/m² raises the estimate to some tens of MPa, still small against 1.5 GPa, so neglecting $\sigma_{zz}$ is justified here.

The model does not predict cracking or delamination. It supplies the stored energy $\sigma^2h/M=0.08$ J/m² in the HZO as a starting point for a fracture analysis. Only part of it is available to a debond: a straight front relieves the stress in one direction and releases the fraction $(1+\nu)/2$, or 0.052 J/m². The buried HZO lifts off together with the top TiN, and the pair releases about 0.056 J/m². It is this released energy that is compared with the energy needed to create new surface. Near the edges of a patterned capacitor the interior solution fails, and the local stress must be computed separately. The numerical output lists the remaining values.

## Computed values

```
FEM disc curvature error, R/h=10,20,40: -2.10e-03 -1.04e-03 -5.20e-04
FEM extrapolated error: curvature 1.5e-07, stress 2.5e-08
worst rounding error: stable 3.5e-16, naive 3.2e-12
expansion remainder ratio for 10x thinner films: 97.9
plate loss at w/h=0.1: numeric 1.790e-03, formula 1.804e-03
Si C11, C12, C44: 166, 64, 80 GPa; E 130.4 GPa, nu 0.278
TiN E 450 GPa, nu 0.25; HZO E 200 GPa, nu 0.3
T anneal, room, use: 450, 25, 85 C
Si: h 775000 nm, M 180.7 GPa, alpha 3e-6/K, growth 0.0e-3, e -1.275e-3
bottom TiN: h 10 nm, M 600.0 GPa, alpha 9e-6/K, growth 3.0e-3, e -0.825e-3
HZO: h 10 nm, M 285.7 GPa, alpha 6e-6/K, growth -4.0e-3, e -6.550e-3
top TiN: h 10 nm, M 600.0 GPa, alpha 9e-6/K, growth 1.0e-3, e -2.825e-3
bottom TiN: e-e_s 0.450e-3, M*h*(e-e_s) 2.700 N/m, stress -0.2704 GPa
HZO: e-e_s -5.275e-3, M*h*(e-e_s) -15.071 N/m, stress 1.5070 GPa
top TiN: e-e_s -1.550e-3, M*h*(e-e_s) -9.300 N/m, stress 0.9296 GPa
n -21.671 N/m, film force 21.662 N/m
eps0 -1.547e-07, curvature -1.1979e-03 1/m, radius 835 m
thin-film curvature -1.1984e-03 1/m, exact/thin - 1 = -3.71e-04
first-order ratio - 1 = -3.71e-04, remainder 1.3e-07, limit 3.6e-07
wafer radius 150 mm, bow -13.48 um
Si stress at interface -0.1118 MPa, at back 0.0559 MPa
zero-stress plane in Si: z = -129.2 um
alternative stack: HZO 0.936 GPa, top TiN 1.501 GPa, curvature change 6.8e-06
Si 775 um: curvature -1.198e-03 1/m, exact/thin 0.9996, first order 0.9996
  stresses -0.270, 1.507, 0.930 GPa; 1% disc radius 5.52e+05 um
Si 10 um: curvature -6.996e+00 1/m, exact/thin 0.9720, first order 0.9712
  stresses -0.298, 1.494, 0.902 GPa; 1% disc radius 822 um
Si 1 um: curvature -5.580e+02 1/m, exact/thin 0.7752, first order 0.7121
  stresses -0.492, 1.400, 0.701 GPa; 1% disc radius 29.5 um
Si 0.1 um: curvature -1.757e+04 1/m, exact/thin 0.2441, first order -1.8790
  stresses -0.936, 1.140, 0.054 GPa; 1% disc radius 1.87 um
gravity sag on rim support 105.5 um (density 2330 kg/m3)
large-deflection loss of curvature 5.5e-05
HZO stress at use temperature 1.4556 GPa
HZO stress shift for alpha +0.5e-6/K: 0.0607 GPa
piezoelectric: eigenstrain -4.00e-04, HZO stress shift 0.114 GPa, bow shift -0.71 um
axis reorientation: eigenstrain 1.50e-03, HZO stress shift -0.429 GPa, bow shift 2.67 um
field 2 MV/cm, d31 -2 pm/V, eps_r 30; reoriented 10%, axis difference 3%
electrostatic pressure 5.31 MPa
HZO stored elastic energy 0.0795 J/m2
```
